\section*{Atomic-hydrogen cleaning of a carbon film: removal time and first correction}

\section{The film and the question}

A mirror for extreme-ultraviolet lithography has collected a carbon film 2 nm thick. Atomic hydrogen is sent onto it. Some of the hydrogen reacts with the carbon and carries it away as a volatile hydrocarbon, such as methane. How long must the hydrogen flow?

Let $d$ be the film thickness, $n$ the number of carbon atoms per unit volume, and $F$ the number of hydrogen atoms arriving per unit area and time. The removal yield $Y$ is the mean number of carbon atoms removed per arriving hydrogen atom, counted while carbon covers the surface. The inputs are
\begin{align}
d&=2\ \text{nm}, & n&=10^{23}\ \text{cm}^{-3},\\
F&=10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}, & Y&=10^{-4}.
\end{align}
The algebra is in atomic units, with temperature $T$ written as an energy. Numbers are in engineering units, so $T$ becomes $k_{\rm B}T$ when kelvins are inserted.

\section{Leading order: a count of atoms}

Suppose that $F$ and $Y$ are constant and that carbon covers the whole surface until the end. The carbon per unit area is $N=nd$, and the carbon removed per unit area and time is $R=YF$. Therefore
\begin{equation}
t_0=\frac{N}{R}=\frac{nd}{YF}. \label{eq:t0}
\end{equation}
With $d=2\times10^{-7}$ cm,
\begin{align}
N&=10^{23}\times 2\times10^{-7}=2\times10^{16}\ \text{cm}^{-2},\\
R&=10^{-4}\times10^{17}=10^{13}\ \text{cm}^{-2}\,\text{s}^{-1},\\
t_0&=\frac{2\times10^{16}}{10^{13}}=2000\ \text{s}\approx 33\ \text{min}.
\end{align}
This is about half an hour. The surface recedes at $YF/n$, or 0.06 nm/min.

The required hydrogen dose is $Ft_0=N/Y=2\times10^{20}\ \text{cm}^{-2}$. If every carbon atom leaves as methane and all four of its hydrogen atoms come from the beam, the fraction of the dose bound in methane is $4N/(N/Y)=4Y=4\times10^{-4}$. Nearly all the hydrogen does something else, which matters for the heating below.

Arrivals are random, but over a large area this hardly changes the total. A square of side 20 nm holds $2\times10^{16}\times(2\times10^{-6})^2=8\times10^4$ carbon atoms. The relative scatter of such a count is about $1/\sqrt{8\times10^4}$, or 0.4 percent. A simulation with random arrivals on this square, counting removals at constant yield, gave a removal time of 2001 s. What randomness does change is where the carbon is removed.

\section{A model of uneven removal}

Equation (\ref{eq:t0}) assumes that no hydrogen falls on bare mirror while carbon remains elsewhere. To see what happens without that assumption, divide the film into independent columns, one atom wide. A cubic division gives $n_s=n^{2/3}$ columns per unit area and a mean height, in atoms, of
\begin{equation}
h=\frac{nd}{n_s}=n^{1/3}d .
\end{equation}
Here $n_s=2.15\times10^{15}\ \text{cm}^{-2}$ and $h=9.28$ layers.

Each arriving hydrogen atom makes a removal attempt with probability $Y$, on a random column. An attempt removes the top carbon atom if there is one and is wasted if the column is bare. The number $K$ of attempts on a given column then has a Poisson distribution with mean
\begin{equation}
L=\frac{YFt}{n_s}=h\,\frac{t}{t_0},\qquad p_k(L)=e^{-L}\frac{L^k}{k!}.
\end{equation}
The second form of $L$ follows from $YF=nd/t_0=hn_s/t_0$. The model contains no surface diffusion and no preference for exposed edges. If such processes keep the film smooth, less carbon is left at $t_0$ than the model says.

For columns of integer height $H$, the mean number of atoms left per column is
\begin{equation}
r_H(L)=\sum_{k=0}^{H-1}(H-k)\,p_k(L). \label{eq:r}
\end{equation}
The large parameter of the analysis is the height in layers.

\subsection{Before the nominal time}

The positive part of $H-K$ equals $H-K$ plus the positive part of $K-H$. Averaging gives
\begin{equation}
r_H=H-L+w,\qquad w=\sum_{k>H}(k-H)\,p_k .
\end{equation}
The first two terms are the leading law, and $w$ counts the wasted attempts. Put $L=\lambda H$ with fixed $\lambda<1$. For $k\ge H$ the ratio $p_{k+1}/p_k=L/(k+1)$ is smaller than $\lambda$, so $p_{H+j}\le p_H\lambda^j$ and
\begin{equation}
w\le p_H\sum_{j\ge1}j\lambda^j=\frac{\lambda\,p_H}{(1-\lambda)^2}.
\end{equation}
Since $H!\ge\sqrt{2\pi H}\,(H/e)^H$,
\begin{equation}
p_H\le\frac{e^{-H(\lambda-1-\ln\lambda)}}{\sqrt{2\pi H}} .
\end{equation}
The bracket in the exponent is positive for $\lambda<1$. At any fixed fraction of the nominal time the waste is therefore exponentially small in the height, and for tall columns the linear law holds. Nine layers is not tall in this sense near the end: for $H=9$ the full sum gives $w=0.03$ at $\lambda=0.5$, but $w=0.43$ at $\lambda=0.8$, against a linear remainder of 1.8 layers. The bound becomes useless as $\lambda\to1$, where the factor $(1-\lambda)^{-2}$ diverges. That end point needs its own treatment.

\subsection{At the nominal time: the first correction}

Set $L=H$ in (\ref{eq:r}) and separate the two terms of $H-k$. In the second, $kH^k/k!=H\,H^{k-1}/(k-1)!$ for $k\ge1$. Hence
\begin{align}
r_H(H)&=He^{-H}\left[\sum_{k=0}^{H-1}\frac{H^k}{k!}-\sum_{k=1}^{H-1}\frac{H^{k-1}}{(k-1)!}\right]\\
&=He^{-H}\left[\sum_{k=0}^{H-1}\frac{H^k}{k!}-\sum_{j=0}^{H-2}\frac{H^{j}}{j!}\right]\\
&=He^{-H}\frac{H^{H-1}}{(H-1)!}=H\,\frac{e^{-H}H^H}{H!}. \label{eq:closed}
\end{align}
The sums cancel except for one term. Stirling's expansion, $H!=\sqrt{2\pi H}\,H^He^{-H}[1+1/(12H)+O(H^{-2})]$, gives
\begin{equation}
r_H(H)=\sqrt{\frac{H}{2\pi}}\left[1-\frac{1}{12H}+O(H^{-2})\right]. \label{eq:stirling}
\end{equation}
The leading law predicts zero here. The first correction is a remainder of $\sqrt{H/2\pi}$ layers, a fraction $1/\sqrt{2\pi H}$ of the film. Its origin is the spread $\sqrt H$ in the number of attempts per column: columns hit too seldom keep carbon, and the surplus attempts on the others are wasted.

A thicker film leaves more carbon in absolute terms but a smaller fraction of itself. The opposite case, a single layer, shows how far the formula reaches. For $H=1$, equation (\ref{eq:r}) is $r_1=e^{-L}$, so the coverage decays exponentially and is 0.37 at $L=1$. The leading term of (\ref{eq:stirling}) gives 0.40, and the factor $1-1/12$ brings it to 0.37.

\subsection{A mean height that is not an integer}

The example has $h=9.28$. Let a fraction $f$ of the columns have height $H+1$ and the rest height $H$, so that $h=H+f$, with $H=9$ and $f=0.28$. Does this spoil the square-root law?

Two identities are needed. Let $C_m(L)=\sum_{k=0}^{m}p_k(L)$ be the probability of at most $m$ attempts. One more atom in a column survives if there were at most $H$ attempts, so
\begin{equation}
r_{H+1}(L)-r_H(L)=C_H(L).
\end{equation}
Since $dp_k/dL=p_{k-1}-p_k$, with $p_{-1}=0$, the sum telescopes:
\begin{equation}
\frac{dC_m}{dL}=-p_m,\qquad \frac{dr_H}{dL}=-C_{H-1}. \label{eq:deriv}
\end{equation}
For the second result, write $r_H=\sum_{m=0}^{H-1}C_m$, which follows from the first identity and $r_0=0$; its derivative is $-\sum_{m=0}^{H-1}p_m$. It says that an attempt succeeds only on a column that still has carbon.

The mixture at $L=H+f$ leaves
\begin{align}
\bar r&=r_H(H+f)+f\,C_H(H+f)\\
&=r_H(H)+\int_0^f\!\left[C_H(H+f)-C_{H-1}(H+x)\right]dx .
\end{align}
Let $p=1/\sqrt{2\pi h}$, the leading value of $p_k(L)$ when $k$ and $L$ both lie within about one of $h$. Then $C_H(H+f)=C_{H-1}(H+f)+p$, and by (\ref{eq:deriv}) $C_{H-1}(H+x)=C_{H-1}(H+f)+(f-x)p$, both to leading order. The integral becomes
\begin{equation}
\int_0^f[1-(f-x)]\,p\,dx=p\left(f-\tfrac12f^2\right).
\end{equation}
To the same order, $\sqrt{H/2\pi}=\sqrt{h/2\pi}-\tfrac12fp$, and the Stirling term in (\ref{eq:stirling}) is $-p/12$. Adding the pieces,
\begin{equation}
\bar r=\sqrt{\frac{h}{2\pi}}+\frac{1}{\sqrt{2\pi h}}\left[\frac{f(1-f)}{2}-\frac1{12}\right]+\dots \label{eq:mix}
\end{equation}
The square-root law survives, and the next term is smaller by a factor of order $1/h$. For $f=0.28$ the bracket is $0.101-0.083=0.018$: two small terms nearly cancel.

Numerically, $\sqrt{9.28/2\pi}=1.22$ layers. The full Poisson sum also gives 1.22, as does a simulation of random hits on 200\,000 columns. The agreement is close at a height of only nine layers because the relative correction in (\ref{eq:mix}) is the bracket divided by $h$. That is at most about 1 percent for any $f$, and 0.2 percent here, where the two terms nearly cancel. The remainder is 13 percent of the carbon. This figure belongs to the cubic division and to a film that starts flat to within one layer. Layers 0.335 nm thick, with $h\approx6$, leave 16 percent, and starting heights scattered in a Poisson distribution about $h=9.28$ leave 18 percent. In this model, then, 2000 s is the time in which enough attempts have been made to remove 2 nm, but not the time at which the mirror is clean.

\subsection{After the nominal time}

Near $t_0$ the natural time scale is $t_0/\sqrt h$. Write $L=h+s\sqrt h$, with $s$ fixed as $h$ grows. The Poisson distribution then approaches a normal one, and the chance that a column still has carbon tends to
\begin{equation}
Q(s)=\int_s^\infty\varphi(u)\,du,\qquad \varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}} .
\end{equation}
With $\bar r=\sqrt h\,g(s)$, equation (\ref{eq:deriv}) becomes $g'(s)=-Q(s)$. The solution that vanishes at large $s$ is
\begin{equation}
g(s)=\varphi(s)-sQ(s),
\end{equation}
because $\varphi'=-s\varphi$ and $Q'=-\varphi$ give $g'=-s\varphi-Q+s\varphi=-Q$. At $s=0$ it returns $1/\sqrt{2\pi}$, in agreement with (\ref{eq:stirling}).

If a fraction $\varepsilon$ of the carbon may remain, the condition is $\sqrt h\,g(s_\varepsilon)=\varepsilon h$, and the time is
\begin{equation}
t_\varepsilon\simeq t_0\left(1+\frac{s_\varepsilon}{\sqrt h}\right),\qquad g(s_\varepsilon)=\varepsilon\sqrt h .
\end{equation}
This is the first correction to the time itself. Since $g$ decreases, $s_\varepsilon$ is positive when $\varepsilon<1/\sqrt{2\pi h}$, which is 13 percent here. A stricter target needs more than $t_0$, and a looser one needs less.

For nine layers $1/\sqrt h$ is about one third, so the time is better taken from the full sum. For 5 percent left it is 41.7 min, 8.4 min beyond $t_0$. The size of this delay can be understood from the efficiency of the attempts. One attempt per column takes $n_s/(YF)=215$ s. Going from 1.22 to $0.05\times9.28=0.46$ layers removes 0.76 atoms per column, while 8.4 min supplies $504/215=2.3$ attempts. About one attempt in three succeeds. At $t_0$ the leading-order chance is $Q(0)=1/2$, and it falls as more columns become bare.

\section{Other corrections, one at a time}

In this section the film is again taken to cover the surface until the end, and each effect is added alone to the nominal case.

\subsection{The yield}

With the other inputs fixed, $t_0\propto1/Y$. A yield of $3\times10^{-5}$ gives 111 min, and $3\times10^{-4}$ gives 11 min. These are trial values, not measured limits. They show that an uncertainty of a factor of three in $Y$ outweighs the delay of 8.4 min found above for a target of 5 percent left.

\subsection{Carbon that comes back}

Residual hydrocarbons can deposit carbon during cleaning. Take butadiene, $\mathrm{C_4H_6}$, at a chosen partial pressure of $10^{-9}$ Torr and 300 K. For a gas of number density $n_g$ and molecular mass $m$, the flux to a wall is the integral of the normal velocity $v$ times the number density of molecules per unit $v$, taken over those moving towards the wall ($v>0$):
\begin{align}
F_g&=n_g\sqrt{\frac{m}{2\pi T}}\int_0^\infty v\,e^{-mv^2/2T}\,dv\\
&=n_g\sqrt{\frac{m}{2\pi T}}\,\frac{T}{m}=\frac{p_g}{\sqrt{2\pi mT}},
\end{align}
where $p_g=n_gT$ is the pressure. For butadiene this gives $F_b=2.76\times10^{11}\ \text{cm}^{-2}\,\text{s}^{-1}$. If every molecule is captured and leaves its four carbon atoms in the film, carbon returns at $4F_b=1.1\times10^{12}\ \text{cm}^{-2}\,\text{s}^{-1}$. The net removal rate is $YF-4F_b$, so
\begin{equation}
t_b=\frac{nd}{YF-4F_b}=\frac{t_0}{1-\delta}\simeq t_0(1+\delta),\qquad \delta=\frac{4F_b}{YF}=0.11 .
\end{equation}
The unexpanded formula gives 37.5 min, and random arrivals with deposition on the 20 nm square gave 37.4 min. As long as carbon covers the whole surface, this is an upper limit for the stated pressure, because a real capture probability is at most one. It does not bound the time to a clean mirror. In the column model carbon also returns to bare columns, a steady remainder of 1 to 3 percent persists at full capture, and the time to 5 percent left grows from 41.7 min to between 52 and 65 min, for four atoms landing on separate columns or on one. With full capture, removal and deposition balance at $9.1\times10^{-9}$ Torr, and above that pressure the film grows.

The same flux formula, applied to atomic hydrogen at 300 K, shows that $F=10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}$ corresponds to a partial pressure of $5\times10^{-5}$ Torr.

\subsection{Heating by recombination}

Hydrogen atoms that recombine on the surface can leave their bond energy there. With a bond energy $D$ of roughly 4.5 eV per molecule, the largest heat flux from this source is $q=FD/2$, or 0.036 W/cm$^2$. Let the mirror substrate be a glass slab of thickness $l=4$ cm, with rough values $c=2$ J/(cm$^3$\,K) for the heat capacity and $\kappa=0.015$ W/(cm\,K) for the conductivity, and let no heat leave it.

Energy conservation makes the mean temperature rise $qt/(cl)$. Once the initial transient has decayed, every depth $x$ warms at the same rate $q/(cl)$. The heat equation $c\,\partial_t\theta=\kappa\,\partial_x^2\theta$ for the rise $\theta$ then gives $\partial_x^2\theta=q/(\kappa l)$. With no flux at $x=l$,
\begin{equation}
\theta=\frac{qt}{cl}+\frac{q(l-x)^2}{2\kappa l}-\frac{ql}{6\kappa},
\end{equation}
where the last term makes the average of the profile vanish. At the surface, $x=0$,
\begin{equation}
\theta_s=\frac{qt}{cl}+\frac{ql}{3\kappa}.
\end{equation}
At 2000 s the terms are $0.036\times2000/(2\times4)=9.0$ K and $0.036\times4/(3\times0.015)=3.2$ K, together 12.2 K. A finite-difference solution of the heat equation, transient included, gives the same 12.2 K.

Suppose that the yield follows an Arrhenius law with an assumed activation energy $E=0.1$ eV, and that $Y$ is its value at the starting temperature $T_0$, 300 K. It is then multiplied by $\exp[E(1/T_0-1/T)]$, which reaches 1.16 at the final temperature. The time must lie between $33.3/1.16=28.7$ min and 33.3 min. Following the yield as the surface warms gives 30.5 min. Heating therefore shortens the cleaning, under these assumptions, by less than redeposition at the chosen pressure can lengthen it. The order depends on the assumed $E$: near 0.15 eV the two effects are about equal, and for larger values heating is the greater.

\section{The estimate beside a real mirror}

The estimate is meant for a mirror cleaned near room temperature. The flux and yield are round values chosen for the example, not data for a particular hydrogen source or tool. The carbon density corresponds to 1.99 g/cm$^3$, a dense film somewhat lighter than graphite. A softer, hydrogen-rich film has fewer carbon atoms per volume, and at equal yield its time falls in proportion. A single constant yield is a strong assumption, since reactivity depends on the kind of carbon and on temperature; the trial yields above move the answer from 11 to 111 min. Heat from the hydrogen source itself is left out and may exceed the recombination heat. Half an hour is thus a sound scale for the given inputs, while a cleaning time for a real mirror needs a yield measured on its own carbon and a stated limit for what may remain. The values used here are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
Film thickness: 2 nm
Carbon density: 1e+23 atoms/cm3
Implied mass density of carbon: 1.99 g/cm3
Hydrogen flux: 1e+17 atoms/(cm2 s)
Removal yield: 0.0001 C per H
Carbon per area: 2e+16 atoms/cm2
Carbon removal rate: 1e+13 atoms/(cm2 s)
Surface recession: 0.06 nm/min
Nominal removal time: 2000 s
Nominal removal time: 33.3 min
Random-arrival removal time: 2001 s
Hydrogen dose: 2e+20 atoms/cm2
Hydrogen fraction bound in methane: 0.0004
Gas and starting surface temperature: 300 K
Atomic hydrogen partial pressure: 5e-05 Torr
Low trial yield: 3e-05 C per H
Time at low yield: 111 min
High trial yield: 0.0003 C per H
Time at high yield: 11.1 min
Butadiene pressure: 1e-09 Torr
Butadiene flux: 2.76e+11 molecules/(cm2 s)
Largest carbon deposition rate: 1.1e+12 atoms/(cm2 s)
Time with redeposition: 37.5 min
Random-arrival time with redeposition: 37.4 min
Break-even butadiene pressure: 9.1e-09 Torr
Site density of one layer: 2.15e+15 atoms/cm2
Mean film height: 9.28 layers
Column model, left at nominal time: 1.22 layers
Random hits, left at nominal time: 1.22 layers
Square-root estimate of remainder: 1.22 layers
Column model, share left at nominal time: 13.1 percent
Column model, time to 5 percent left: 41.7 min
Rough H2 bond energy: 4.5 eV
Glass thickness: 40 mm
Rough glass heat capacity: 2 J/(cm3 K)
Rough glass conductivity: 0.015 W/(cm K)
Largest recombination heat flux: 0.036 W/cm2
Surface temperature rise, formula: 12.2 K
Surface temperature rise, heat equation: 12.2 K
Assumed activation energy: 0.1 eV
Yield factor at final temperature: 1.16
Time with heating: 30.5 min
\end{verbatim}
